# Mass-disorder phonon scattering and the thermal conductivity of silicon-germanium, part 2

A substitutional alloy has atoms of different mass on the equivalent sites $i$ of a cubic lattice. The force constants $\Phi$ do not depend on which atom sits where. The site masses $M_i$ are independent, with mean $\bar M$. With $\varepsilon_i=M_i/\bar M-1$ and brackets averaging over occupations, $\Gamma=\langle\varepsilon_i^2\rangle$ is the relative mass variance.

The uniform crystal has $D=\Phi/\bar M$ and modes $\lambda$ (wave vector and branch) of angular frequency $\omega_\lambda$, with displacement pattern $\mathbf e_{\lambda i}$. The energy left in a wave falls as $e^{-t/\tau}$. To second order in the mass fluctuation, and for damping weak compared with $\omega$, part (c) found

$$\boxed{\frac1\tau=\frac{\pi}{2}\,\Gamma\,\omega^2\,\hat g(\omega)} ,$$

where $\hat g$ is the density of states normalised to one. The rate from $\lambda$ to $\lambda'$ is, from (d),

$$W_{\lambda\lambda'}=\frac{\pi}{2}\,\Gamma\,\omega^2\sum_i|\mathbf e^*_{\lambda'i}\cdot\mathbf e_{\lambda i}|^2\,\delta(\omega-\omega_{\lambda'}).$$

For long waves (e) gives $1/\tau=A\,\omega^4$ with

$$\boxed{A=\frac{\Gamma V_0}{4\pi v^3}} ,$$

where $V_0$ is the volume per atom and $v$ the averaged sound speed.

In (f), the third-order term changes the rate by the relative amount

$$-2\,\omega^2\,\frac{\langle\varepsilon^3\rangle}{\Gamma}\,\operatorname{Re}G_{00},$$

where $G_{00}(\omega)$ is the on-site element of $(\omega^2-D)^{-1}$. Part (f) also simulated waves on a scalar simple cubic lattice, with one displacement per site and unit springs, mean mass and spacing, so $V_0=v=1$. For an equal silicon–germanium mixture, the ratio of simulated to formula rate was 0.87 at $\omega=0.796$ and 0.71 at $\omega=1.217$.

The crystal is now described by the Debye model: three branches with the same speed, $\omega=vk$, filled up to $k_D=(6\pi^2/V_0)^{1/3}$, with $\omega_D=vk_D$.

Question (g) asks: does the decay time of a wave also govern its heat current? Find the conductivity.

**Solution.** Let $n_\lambda$ be the mean number of phonons in a wave. We assume that scattered waves lose their phase relations, so that occupations obey a rate equation. Transitions from $\lambda$ to $\lambda'$ are proportional to $n_\lambda(n_{\lambda'}+1)$ and the reverse ones to $n_{\lambda'}(n_\lambda+1)$. The products cancel in the difference, and $W$ is symmetric, so

$$\left.\frac{dn_\lambda}{dt}\right|_{\text{mass}}=\sum_{\lambda'}W_{\lambda\lambda'}(n_{\lambda'}-n_\lambda).$$

Let a temperature gradient $dT/dz$ produce a deviation $\delta n_\lambda$ from equilibrium. The equilibrium occupation $n^0$ depends only on frequency and drops out. The outgoing part is $-\delta n_\lambda/\tau$. In the Debye model the polarisation vectors can be chosen real and equal for $\mathbf q'$ and $-\mathbf q'$, so $W$ is the same for both. The current-carrying deviation is odd in the wave vector and equal for the three branches, so the incoming part cancels in pairs. Scattering by mass disorder therefore destroys the heat current of a wave at the full rate $1/\tau$.

Anharmonic scattering is added to $1/\tau$ as a further relaxation rate. In a steady state, drift balances scattering: $v_z\,(\partial n^0/\partial T)\,(dT/dz)=-\delta n/\tau$. This gives $\delta n=-\tau v_z(\partial n^0/\partial T)(dT/dz)$, which is odd in the wave vector, as was assumed. The heat current per volume $V_{\rm c}$ of crystal is $V_{\rm c}^{-1}\sum\hbar\omega\,v_z\,\delta n=-\kappa\,dT/dz$. With the heat capacity per mode $c=\hbar\omega\,\partial n^0/\partial T$,

$$\kappa=\frac1{V_{\rm c}}\sum_\lambda c\,v_z^2\,\tau=3\int\frac{d^3k}{(2\pi)^3}\,c\,v_z^2\,\tau .$$

The average of $v_z^2$ over directions is $v^2/3$, and $d^3k$ becomes $4\pi k^2dk=4\pi\omega^2d\omega/v^3$. The factors are $3\cdot\tfrac13v^2\cdot4\pi/(8\pi^3v^3)=1/(2\pi^2v)$, so

$$\kappa=\frac1{2\pi^2v}\int_0^{\omega_D}c(\omega)\,\omega^2\,\tau(\omega)\,d\omega .$$

### (h) Take $1/\tau=A\omega^4+B\omega^2$ and the classical heat capacity $c=k_B$. Evaluate the integral and its limits.

**Solution.** The term $B\omega^2$ is a model of anharmonic scattering, with $B$ independent of frequency at a given temperature and composition. The factor $\omega^2$ cancels against it:

$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{d\omega}{B+A\omega^2}.$$

Without mass disorder, $A=0$ and the conductivity is

$$\kappa_0=\frac{k_B\,\omega_D}{2\pi^2vB}.$$

With disorder, substitute $s=\omega\sqrt{A/B}$. The integral becomes $(AB)^{-1/2}\arctan u$ with $u=\omega_D\sqrt{A/B}$. Division by the clean integral $\omega_D/B$ gives the factor $\sqrt{B/A}\,\arctan(u)/\omega_D$, that is,

$$\boxed{\kappa=\kappa_0\,\frac{\arctan u}{u}} .$$

To express $u$ through measurable quantities, solve the expression for $\kappa_0$ for $B$ and insert it:

$$u^2=\frac{A\omega_D^2}{B}=\frac{\Gamma V_0}{4\pi v^3}\,\omega_D^2\,\frac{2\pi^2v\kappa_0}{k_B\omega_D}=\frac{\pi\,\omega_DV_0\,\kappa_0\,\Gamma}{2k_Bv^2}.$$

The number $u^2$ is the ratio of mass scattering to anharmonic scattering at the Debye frequency. The two rates are equal at $\omega_c=\sqrt{B/A}=\omega_D/u$.

For small $u$, $\arctan u=u-u^3/3+\dots$, and $\kappa\approx\kappa_0(1-u^2/3)$. The loss is proportional to $\Gamma$. For large $u$, $\arctan u=\pi/2-1/u+\dots$, and

$$\kappa\approx\frac{\pi\kappa_0}{2u}-\frac{\kappa_0}{u^2},\qquad \frac{\pi\kappa_0}{2u}=\left(\frac{\pi k_Bv^2\kappa_0}{2\,\omega_DV_0\Gamma}\right)^{1/2}.$$

In this regime a further increase of $\Gamma$ lowers $\kappa$ only as $\Gamma^{-1/2}$. The waves of high frequency are already blocked, and the heat is carried largely by waves of low frequency, which the fourth-power law spares. Integration up to $p\,\omega_D$ instead of $\omega_D$ shows that the share of heat carried below that frequency is $\arctan(pu)/\arctan u$.

Mass disorder alone would not give a finite conductivity in this model: with $B=0$ the integrand is $1/(A\omega^2)$, whose integral diverges at low frequency. The floor depends on both mechanisms through the product $AB$.

### (i) Find $\Gamma$ for $\mathrm{Si}_{1-x}\mathrm{Ge}_x$ and the composition at which it is largest.

**Solution.** Let $M_S$ and $M_G$ be the masses of silicon and germanium, and $\Delta=M_G-M_S$. The mean is $\bar M=M_S+x\Delta$. A silicon atom deviates from it by $-x\Delta$, with probability $1-x$. A germanium atom deviates by $(1-x)\Delta$, with probability $x$. The variance is

$$(1-x)x^2\Delta^2+x(1-x)^2\Delta^2=x(1-x)\Delta^2,\qquad\text{so}\qquad \Gamma=x(1-x)\,\frac{\Delta^2}{\bar M^2}.$$

At the maximum the derivative of $\ln\Gamma$ vanishes:

$$\frac1x-\frac1{1-x}-\frac{2\Delta}{M_S+x\Delta}=0 .$$

Multiplication by $x(1-x)(M_S+x\Delta)$ gives $(1-2x)(M_S+x\Delta)=2\Delta x(1-x)$. Written out, this is $M_S+x\Delta-2xM_S-2x^2\Delta=2x\Delta-2x^2\Delta$. The quadratic terms cancel, leaving $M_S=x(\Delta+2M_S)=x(M_S+M_G)$. Hence

$$x_\Gamma=\frac{M_S}{M_S+M_G}=\frac{28.085}{28.085+72.630}=0.279 .$$

There $\bar M=2M_SM_G/(M_S+M_G)$, so $\Gamma=\Delta^2/(4M_SM_G)=0.243$. The maximum lies on the silicon side because a given mass difference matters more when the mean mass is small.

### (j) Explain the shape of $\kappa(x)$. Is its minimum at the maximum of $\Gamma$?

**Solution.** At both ends $\Gamma=0$ and $\kappa=\kappa_0$. Close to an end, $\Gamma$ grows linearly with the minority concentration, so $\kappa$ first drops linearly, with a steep slope if $u^2$ rises quickly. Once $u$ is large, $\kappa$ depends on $\Gamma$ only as $\Gamma^{-1/2}$. Between $x=0.3$ and $x=0.7$ the formula of (i) still lets $\Gamma$ fall by half, which alone would raise $\kappa$ by about 40%. A clean conductivity and a sound speed that both fall towards germanium offset much of this rise. Two steep walls and a flat floor make the U.

The walls are not equally steep. Near silicon $\Gamma\approx x\,(\Delta/M_S)^2$, and near germanium $\Gamma\approx(1-x)(\Delta/M_G)^2$. For equal minority concentrations the first is larger by $(72.630/28.085)^2=6.7$. The relative drop is $u^2/3\propto\kappa_0\Gamma/v$, so the end values of $\kappa_0$ and $v$ enter as well. With the inputs of (k) it is larger at the silicon end by $6.7\times2.5/1.61\approx10$.

To locate the minimum we need the dependence of $v$ and $\kappa_0$ on $x$. With common force constants and a fixed lattice constant, $D=\Phi/\bar M$ implies $v\propto\bar M^{-1/2}$. Since $\omega_D=vk_D$ with fixed $k_D$, the factor $v^2/\omega_D$ in the floor is also proportional to $\bar M^{-1/2}$. The squared floor therefore varies as

$$\frac{\kappa_0\,\bar M^{-1/2}}{\Gamma}.$$

At $x_\Gamma$ the factor $1/\Gamma$ is stationary. If $\kappa_0$ falls from silicon to germanium, the numerator decreases with $x$, so the floor is still descending at $x_\Gamma$. Its minimum is displaced towards germanium.

### (k) Work out the equal mixture at 300 K.

**Solution.** SI units are natural here. The inputs are standard atomic weights and round model values: a lattice constant of 0.55 nm at all compositions, and a speed of 6000 m/s at the silicon end. The conductivities of the pure ends are rough measured sizes, 150 and 60 W/(m K). They enter as data and are not predicted. Between the ends the clean thermal resistivity is interpolated linearly, $1/\kappa_0=(1-x)/150+x/60$ in m K/W. This is an assumption about anharmonic scattering in a crystal of mean atoms.

The cubic cell of diamond holds eight atoms, so $V_0=(0.55\times10^{-9})^3/8=2.080\times10^{-29}$ m³. For $x=0.5$:

- $\bar M=(28.085+72.630)/2=50.36$ u, and $\Gamma=0.25\,(44.545/50.36)^2=0.1956$.
- $v=6000\sqrt{28.085/50.36}=4481$ m/s, and $\omega_D=v(6\pi^2/V_0)^{1/3}=6.35\times10^{13}$ rad/s.
- $A=\dfrac{0.1956\times2.080\times10^{-29}}{4\pi\,(4481)^3}=3.60\times10^{-42}$ s³.
- $1/\kappa_0=0.5/150+0.5/60=0.01167$ m K/W, so $\kappa_0=85.7$ W/(m K).

The strength of the disorder follows from

$$u^2=\frac{\pi\,(6.351\times10^{13})(2.080\times10^{-29})(85.71)(0.1956)}{2\,(1.381\times10^{-23})(4481)^2}=125.5,\qquad u=11.2 .$$

The conductivity is then

$$\kappa=85.7\times\frac{\arctan 11.2}{11.2}=85.7\times\frac{1.482}{11.2}=11.3\ \text{W/(m K)} .$$

The leading floor term gives 12.0 W/(m K), and the next term, $-\kappa_0/u^2=-0.7$ W/(m K), accounts for the difference.

The mass-scattering rate is $3.6\times10^{10}$ s⁻¹ at $10^{13}$ rad/s, which by itself would give a free path of about 125 nm. At half that frequency mass scattering alone would give a path sixteen times longer, about 2000 nm. Anharmonic scattering shortens the two paths to $v/(A\omega^4+B\omega^2)$, about 94 nm and 870 nm. The two scattering mechanisms are equal at $\omega_D/u=5.7\times10^{12}$ rad/s. Of the heat, 57% is carried below $0.1\,\omega_D$ and about 86% below $0.3\,\omega_D$. Without mass disorder these shares would be 10% and 30%, since every equal interval of frequency then contributes equally.

### (l) Trace the whole curve with the quantum heat capacity, and judge the result.

**Solution.** The Debye temperature $\hbar\omega_D/k_B$ at $x=0.5$ is 485 K, above the 300 K considered, so $c=k_B$ is not accurate for the modes of high frequency. The quantum value is

$$c=k_B\,\frac{y^2e^y}{(e^y-1)^2},\qquad y=\frac{\hbar\omega}{k_BT},$$

obtained by differentiating $n^0=1/(e^y-1)$ with respect to $T$. The constant $B$ is readjusted at each composition so that the clean conductivity remains $\kappa_0$. Numerical integration gives, in W/(m K):

| $x$ | clean $\kappa_0$ | alloy, classical | alloy, quantum |
|---|---|---|---|
| 0 | 150 | 150 | 150 |
| 0.01 | 147.8 | 44.6 | 45.9 |
| 0.10 | 130.4 | 16.8 | 17.5 |
| 0.30 | 103.4 | 11.8 | 12.2 |
| 0.50 | 85.7 | 11.3 | 11.6 |
| 0.70 | 73.2 | 12.7 | 12.9 |
| 0.90 | 63.8 | 18.8 | 19.0 |
| 0.99 | 60.4 | 40.6 | 40.6 |
| 1 | 60 | 60 | 60 |

The quantum values in the alloy are slightly higher. The reason lies in $B$. The clean conductivity is proportional to the average of $c$ over frequency divided by $B$. That average is below $k_B$, so the same $\kappa_0$ requires a smaller $B$. The modes of low frequency, which dominate in the alloy, keep $c\approx k_B$ and profit from the weaker anharmonic scattering.

The walls are steep. One per cent of germanium lowers the conductivity of silicon to less than a third, and about 0.27% halves it. One per cent of silicon in germanium removes only about a third, in line with the unequal walls found in (j). The curve has a single minimum on the composition grid examined, 11.6 W/(m K) at $x\approx0.46$. As (j) requires, this lies on the germanium side of $x_\Gamma=0.28$. The floor is so flat that the position of the minimum has little practical weight: between $x=0.3$ and $x=0.7$ the conductivity stays within about 11% of its lowest value.

How far may these numbers be trusted? Inserting $\omega_D^3=6\pi^2v^3/V_0$ into $A\omega^3$ gives the damping per radian of oscillation,

$$\frac1{\omega\tau}=\frac{3\pi}{2}\,\Gamma\left(\frac{\omega}{\omega_D}\right)^3 .$$

For $x=0.5$ this is 0.025 at $0.3\,\omega_D$ and 0.12 at $0.5\,\omega_D$, but 0.92 at $\omega_D$. Near the top of the spectrum a wave would be lost within about one radian of its oscillation. The weak-damping step in (c) then fails, and the picture of a travelling phonon fails with it. The model survives this because it assigns little heat to those waves, but that assignment uses the same rates, so it is an indication of consistency and not a bound on the error. The simulation in (f) showed errors of second-order theory of roughly 13% and 29% of the formula rate at 0.20 and 0.31 of the Debye frequency of the scalar lattice. The corresponding error for the real alloy is not determined here. That simulation covers only the equal mixture, where $\langle\varepsilon^3\rangle=0$. At other compositions $\langle\varepsilon^3\rangle/\Gamma=(1-2x)\Delta/\bar M$, which is $1.5$ at $x=0.01$ and $-0.6$ at $x=0.99$. With the low-frequency value $\operatorname{Re}G_{00}\approx-0.25$ of the scalar lattice, the third-order term of (f) changes the rate by about $+0.8\,\omega^2$ and $-0.3\,\omega^2$. The crossover $\omega_c$ lies at $0.22\,\omega_D$ and $0.70\,\omega_D$ for these compositions, that is at $\omega\approx0.9$ and $2.7$ on the scalar lattice. There the correction is not small, so the values quoted on the walls, including the halving concentration, are rough.

The input is a further limit. In the floor $\kappa\propto\sqrt{\kappa_0}$, so an error of 10% in the clean conductivity changes the result by about 5%. The Debye model also gives all modes the full sound speed, whereas acoustic modes of high frequency and optical modes of a real diamond lattice mostly travel more slowly. The calculation leaves out changes of force constants and local strain around the atoms, correlations between site occupations, isotope disorder within each element, and scattering at boundaries. It also treats all anharmonic collisions as destroying the heat current, although those that conserve total wave vector do so only indirectly. The steep walls and the weak dependence of the floor on $\Gamma$ follow from the competition between $\omega^4$ and $\omega^2$ scattering. That the floor is also nearly flat in $x$ depends on the assumed fall of $\kappa_0$ and $v$ towards germanium. The value of about 12 W/(m K) for the floor is an estimate within this model; the measured minimum of bulk alloys at room temperature is lower, below 10 W/(m K). Further values are in the numerical output.

## Numbers as computed

```
Scalar lattice, units of spring constant, mean mass, spacing = 1
weak contrast: relative mass deviation 0.10, Gamma 0.0100
 w 1.217: simulated 0.00219, formula 0.00216, ratio 1.014
 w 1.635: simulated 0.00856, formula 0.00882, ratio 0.970
Si/Ge contrast at x=0.5: deviation 0.4423, Gamma 0.1956
 w 0.796 = 0.204 wD: simulated 0.00592, formula 0.00679, ratio 0.871
 w 1.217 = 0.312 wD: simulated 0.02998, formula 0.04217, ratio 0.711
local frequency exponent of the rate at w 0.1: 4.003
local frequency exponent of the rate at w 0.8: 4.177
local frequency exponent of the rate at w 1.2: 4.466
local frequency exponent of the rate at w 1.6: 5.130
diamond polarisation sum, largest relative error: 2.0e-15
atomic weights: Si 28.085 u, Ge 72.630 u
temperature 300 K, lattice constant 0.55 nm, Si speed 6000 m/s
input end conductivities: 150, 60 W/(m K)
volume per atom V0: 2.0797e-29 m^3
Gamma is largest at x 0.2789, value 0.2432
x=0.5: mean mass 50.358 u, Gamma 0.1956
x=0.5: speed 4480.8 m/s, Debye frequency 6.3510e+13 rad/s
x=0.5: Debye temperature 485.1 K
x=0.5: coefficient A 3.5986e-42 s^3
x=0.5: mass rate at 5e+12 rad/s: 2.249e+09 1/s, free path 1992.3 nm
x=0.5: mass rate at 1e+13 rad/s: 3.599e+10 1/s, free path 124.5 nm
x=0.5: 1/(w tau) at 0.3 wD: 0.0249
x=0.5: 1/(w tau) at 0.5 wD: 0.1152
x=0.5: 1/(w tau) at 1.0 wD: 0.9218
x=0.5: kappa0 85.71 W/(m K), u 11.202, floor estimate 12.02 W/(m K)
x=0.5: heat share below 0.1 wD: classical 0.568, quantum 0.585
x=0.5: heat share below 0.3 wD: classical 0.865, quantum 0.876
kappa in W/(m K): x, clean, classical, quantum heat capacity
 0.00   150.00   150.00   150.00
 0.01   147.78    44.55    45.88
 0.05   139.53    22.37    23.29
 0.10   130.43    16.83    17.52
 0.20   115.38    13.16    13.66
 0.30   103.45    11.84    12.24
 0.50    85.71    11.34    11.64
 0.70    73.17    12.66    12.92
 0.90    63.83    18.75    18.99
 0.95    61.86    24.35    24.57
 0.99    60.36    40.57    40.64
 1.00    60.00    60.00    60.00
classical: minimum 11.29 W/(m K) at x 0.452; Si value halved at x 0.00258
quantum: minimum 11.61 W/(m K) at x 0.461; Si value halved at x 0.00269
```
